# Relative displacement variance of harmonic lattices in one, two and three dimensions

Consider atoms of mass $m$ on a simple cubic lattice in $d=1,2,3$ dimensions. Sites are labelled by integer vectors $\mathbf n$, so distances and wave vectors are dimensionless; a length follows on multiplying by the spacing $a$. Let $u_{\mathbf n}$ be one Cartesian component of the displacement from site $\mathbf n$. The model assumes that springs of constant $K$ join nearest neighbours and act equally and independently on each component, so that one component has the Hamiltonian

$$H=\sum_{\mathbf n}\frac{p_{\mathbf n}^2}{2m}+\frac K2\sum_{\mathbf n}\sum_{i=1}^d\left(u_{\mathbf n+\mathbf e_i}-u_{\mathbf n}\right)^2 ,$$

with $\mathbf e_i$ the unit vectors. Let $\omega_0=\sqrt{K/m}$ and $r=|\mathbf n|$. The quantity of interest is the thermal average

$$B_d(\mathbf n)=\left\langle (u_{\mathbf n}-u_{\mathbf 0})^2\right\rangle .$$

The crystal is made infinite first, and $r$ is made large afterwards. For every temperature $T>0$, $B_d$ then grows linearly with distance for $d=1$, grows logarithmically for $d=2$ and saturates for $d=3$. At $T=0$ the chain grows logarithmically, while the lattices with $d\ge2$ saturate.

Start from a periodic crystal of $N$ atoms and write $u_{\mathbf n}=N^{-1/2}\sum_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf n}$, with $Q_{-\mathbf q}=Q_{\mathbf q}^*$ because $u$ is real. A neighbour difference multiplies $Q_{\mathbf q}$ by $e^{iq_i}-1$, whose squared modulus is $4\sin^2(q_i/2)$. The potential energy is therefore $\tfrac12\sum_{\mathbf q}m\omega_{\mathbf q}^2|Q_{\mathbf q}|^2$ with

$$\omega_{\mathbf q}^2=4\omega_0^2\sum_{i=1}^d\sin^2\frac{q_i}{2}=2\omega_0^2\sum_{i=1}^d(1-\cos q_i).$$

For a pair $\pm\mathbf q$, the real coordinates $X=\sqrt2\,\mathrm{Re}\,Q_{\mathbf q}$ and $Y=\sqrt2\,\mathrm{Im}\,Q_{\mathbf q}$ are independent oscillators of mass $m$ and frequency $\omega_{\mathbf q}$, and $\langle|Q_{\mathbf q}|^2\rangle=\tfrac12\langle X^2+Y^2\rangle=\langle X^2\rangle$. Half of an oscillator's mean energy is potential, so $\tfrac12m\omega^2\langle X^2\rangle=\tfrac12\hbar\omega(\bar n+\tfrac12)$, where $\bar n=(e^{\hbar\omega/k_BT}-1)^{-1}$. Since $2\bar n+1=\coth(\hbar\omega/2k_BT)$,

$$\langle|Q_{\mathbf q}|^2\rangle=\frac{\hbar}{2m\omega_{\mathbf q}}\coth\frac{\hbar\omega_{\mathbf q}}{2k_BT}.$$

In $u_{\mathbf n}-u_{\mathbf 0}$ each mode carries the factor $e^{i\mathbf q\cdot\mathbf n}-1$, with squared modulus $2(1-\cos\mathbf q\cdot\mathbf n)$. This factor vanishes for the uniform translation $\mathbf q=0$, which drops out. As $N\to\infty$ the mode sum becomes an average over the zone $-\pi<q_i\le\pi$:

$$B_d(\mathbf n)=\int\!\frac{d^dq}{(2\pi)^d}\,\frac{\hbar}{m\omega_{\mathbf q}}\coth\!\left(\frac{\hbar\omega_{\mathbf q}}{2k_BT}\right)(1-\cos\mathbf q\cdot\mathbf n).$$

Long distances probe small $q$, where the weight in front of $1-\cos\mathbf q\cdot\mathbf n$ behaves as $1/q^2$ for $T>0$ and as $1/q$ for $T=0$.

To separate the classical part at $T>0$, use the pole expansion $\coth x=\sum_{l=-\infty}^{\infty}x/(x^2+\pi^2l^2)$ with $x=\hbar\omega/2k_BT$. Then

$$\frac{\hbar}{m\omega}\coth\frac{\hbar\omega}{2k_BT}=\frac{2k_BT}{m\omega^2}+\frac{4k_BT}{m}\sum_{l=1}^\infty\frac1{\omega^2+\nu_l^2},\qquad \nu_l=\frac{2\pi l k_BT}{\hbar}.$$

The first term is the classical weight, and the others stay finite at $\omega=0$. Accordingly

$$B_d(\mathbf n)=\frac{k_BT}{K}\,g_d(\mathbf n)+C_d(T)-D_d(\mathbf n),\qquad g_d(\mathbf n)=\int\!\frac{d^dq}{(2\pi)^d}\frac{1-\cos\mathbf q\cdot\mathbf n}{\sum_i(1-\cos q_i)},$$

where $C_d$ is the zone average of the $l\ge1$ terms and $D_d(\mathbf n)$ is the same average with the extra factor $\cos\mathbf q\cdot\mathbf n$.

The size of $D_d$ follows from a geometric series. With $z=e^{-\kappa+iq}$ and $\kappa>0$,

$$\sum_{j=-\infty}^\infty e^{-\kappa|j|}e^{iqj}=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh\kappa}{\cosh\kappa-\cos q},$$

and reading off the coefficient of $e^{iqn}$ gives

$$\int_{-\pi}^{\pi}\frac{dq}{2\pi}\frac{\cos qn}{\cosh\kappa-\cos q}=\frac{e^{-\kappa|n|}}{\sinh\kappa}.$$

Let axis 1 be the one with the largest $|n_i|$. For fixed other components of $\mathbf q$, $\omega^2+\nu_l^2=2\omega_0^2(\cosh\kappa-\cos q_1)$ with $\cosh\kappa=1+\nu_l^2/2\omega_0^2+\sum_{i\ge2}(1-\cos q_i)$. Hence $\kappa\ge\kappa_l\ge\kappa_1$, where $\cosh\kappa_l=1+\nu_l^2/2\omega_0^2$, or $2\sinh(\kappa_l/2)=\nu_l/\omega_0$. The $q_1$ integral with the cosine is smaller than the one without it by the factor $e^{-\kappa|n_1|}$, and the remaining cosines do not exceed one in magnitude. Therefore

$$|D_d(\mathbf n)|\le C_d(T)\,e^{-\kappa_1\max_i|n_i|}.$$

At any $T>0$, quantum mechanics thus adds a constant at long distance and leaves the growth law classical. For high temperature, $x\coth x=1+x^2/3-x^4/45+\dots$ turns the remainder of the weight into $(2k_BT/m\omega^2)(x^2/3)(1-x^2/15+\dots)$. The zone average of $\omega^2$ is $2d\,\omega_0^2$, so

$$C_d(T)=\frac{\hbar^2}{6mk_BT}\left[1-\frac{d}{30}\left(\frac{\hbar\omega_0}{k_BT}\right)^2+\dots\right].$$

For the chain, take $n>0$. Since $1-\cos qn=2\sin^2(nq/2)$,

$$g_1(n)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\left[\frac{\sin(nq/2)}{\sin(q/2)}\right]^2=n .$$

The ratio in brackets is a sum of $n$ exponentials, $\sum_{j=0}^{n-1}e^{i(j-(n-1)/2)q}$, and the zone average of its squared modulus counts the terms. The physical reason is visible in an open chain. Its classical Boltzmann factor is a product over bond extensions, each with variance $k_BT/K$, and the relative displacement is a sum of $n$ such independent extensions: a random walk. With the integral above for each $l$, and $(4k_BT/m)/(2\omega_0^2)=2k_BT/K$, the full quantum result is

$$B_1(n)=\frac{k_BT}{K}\left[n+2\sum_{l=1}^\infty\frac{1-e^{-\kappa_ln}}{\sinh\kappa_l}\right].$$

For the square lattice, the weight in $g_2$ is $1/(2-\cos q_1-\cos q_2)=2/q^2+O(1)$ near the origin. Write it as $2/q^2$ inside a disc $q<\Lambda<\pi$ plus a bounded function $h(\mathbf q)$. By the Riemann–Lebesgue lemma, the Fourier coefficients of an integrable function vanish as $r\to\infty$, so $h$ contributes its zone average, a constant, plus a vanishing term. The angular average of $\cos\mathbf q\cdot\mathbf n$ is the Bessel function $J_0(qr)$, and the disc gives

$$\int_{q<\Lambda}\frac{d^2q}{(2\pi)^2}\frac{2(1-\cos\mathbf q\cdot\mathbf n)}{q^2}=\frac1\pi\int_0^{\Lambda r}\frac{1-J_0(y)}{y}\,dy=\frac1\pi\ln r+\text{const}+o(1).$$

The last form holds because the integral from 0 to 1 is a number, $1/y$ integrates to $\ln(\Lambda r)$ above 1, and $\int_1^\infty J_0(y)\,dy/y$ converges. Thus $g_2=\pi^{-1}\ln r+c+o(1)$, with the same $c$ in every direction, and one direction suffices to find it.

Choose the diagonal $\mathbf n=(n,n)$ and set $q_1=s+t$, $q_2=s-t$. Letting $s$ and $t$ each run over $(-\pi,\pi]$ covers the zone uniformly twice, so averages are unchanged. With $\cos q_1+\cos q_2=2\cos s\cos t$,

$$g_2(n,n)=\int_{-\pi}^{\pi}\frac{ds}{2\pi}\int_{-\pi}^{\pi}\frac{dt}{2\pi}\,\frac{1-\cos2ns}{2(1-\cos s\cos t)}.$$

A shift of $t$ by $\pi$ allows $\cos s$ to be replaced by $|\cos s|=1/\cosh\kappa$. The earlier integral with $n=0$ then gives the $t$ average of $1/(1-\cos s\cos t)$ as $\cosh\kappa/\sinh\kappa=1/|\sin s|$. The remaining integrand is the same in all four quarters of the $s$ range, so

$$g_2(n,n)=\frac2\pi\int_0^{\pi/2}\frac{\sin^2ns}{\sin s}\,ds .$$

The identity $2\sin s\,\sin(2k-1)s=\cos(2k-2)s-\cos2ks$, summed over $k=1,\dots,n$, telescopes to $1-\cos2ns=2\sin^2ns$. Hence $\sin^2ns/\sin s=\sum_{k=1}^n\sin(2k-1)s$. Each term integrates to $1/(2k-1)$, and

$$g_2(n,n)=\frac2\pi S_n,\qquad S_n=\sum_{k=1}^n\frac1{2k-1}.$$

The odd reciprocals are all reciprocals up to $2n$ minus the even ones. With $\sum_{k=1}^M1/k=\ln M+\gamma+o(1)$, where $\gamma$ is Euler's constant,

$$S_n=\ln2n+\gamma-\tfrac12(\ln n+\gamma)+o(1)=\tfrac12(\ln n+\gamma+2\ln2)+o(1).$$

On the diagonal $r=\sqrt2\,n$, so $\ln n=\ln r-\tfrac12\ln2$. This fixes $c$, and in every direction

$$B_2(\mathbf n)=\frac{k_BT}{\pi K}\left(\ln r+\gamma+\tfrac32\ln2\right)+C_2(T)+o(1).$$

For the cubic lattice, the singularity $2/q^2$ is integrable because the volume element supplies $q^2dq$. The cosine term in $g_3$ then vanishes at long distance, and $g_3\to W$. Writing $1/A=\int_0^\infty e^{-sA}ds$ and using $I_0(s)=\int_{-\pi}^{\pi}e^{s\cos q}dq/2\pi$,

$$W=\int\!\frac{d^3q}{(2\pi)^3}\frac1{3-\sum_i\cos q_i}=\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds=0.5055 .$$

For the approach to this limit, subtract $2\chi(q)/q^2$ from the weight, with $\chi$ a smooth cutoff equal to one near the origin and zero before the zone boundary. The difference is bounded and its gradient grows no faster than $1/q$, which is integrable. One integration by parts and the Riemann–Lebesgue lemma make its Fourier coefficient $o(1/r)$. The subtracted part gives

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{2\chi(q)}{q^2}\cos\mathbf q\cdot\mathbf n=\frac1{\pi^2r}\int_0^\infty\chi(y/r)\frac{\sin y}{y}\,dy\simeq\frac1{2\pi r},$$

since the last integral tends to $\pi/2$. Therefore

$$B_3(\mathbf n)=\frac{k_BT}{K}\left(W-\frac1{2\pi r}\right)+C_3(T)+o(1/r).$$

The limit is $2\langle u^2\rangle$: the correlation between two atoms decays as $1/r$, and each atom has a finite variance. For $d\le2$ and $T>0$, $\langle u^2\rangle$ itself diverges in the infinite crystal, because $1/q^2$ is not integrable there.

At $T=0$ the hyperbolic cotangent is one. For the chain $\omega=2\omega_0|\sin(q/2)|$, and $q=2\theta$ gives

$$B_1(n)=\frac{\hbar}{m\omega_0}\int_{-\pi}^{\pi}\frac{dq}{2\pi}\frac{\sin^2(nq/2)}{|\sin(q/2)|}=\frac{2\hbar}{\pi m\omega_0}\int_0^{\pi/2}\frac{\sin^2n\theta}{\sin\theta}\,d\theta=\frac{2\hbar}{\pi m\omega_0}S_n .$$

This is the integral already met on the diagonal of the classical square lattice, with $\hbar/m\omega_0$ in place of $k_BT/K$. At large $n$,

$$B_1(n)=\frac{\hbar}{\pi m\omega_0}(\ln n+\gamma+2\ln2)+o(1)\qquad(T=0).$$

For $d\ge2$ the weight $1/q$ is integrable, so the zero-point variance saturates at the zone average of $\hbar/m\omega_{\mathbf q}$. On the square lattice this is $0.643\,\hbar/m\omega_0$.

The limits $T\to0$ and $n\to\infty$ of the chain do not commute, and the crossover between them can be found for $k_BT\ll\hbar\omega_0$. The thermal part of the weight is $2\hbar\bar n/m\omega$. It is confined to small $q$, where $\omega\simeq\omega_0|q|$. With $\tau=\hbar\omega_0/k_BT$, it adds to leading order

$$\frac{2\hbar}{\pi m\omega_0}\int_0^\infty\frac{1-\cos nq}{q\,(e^{\tau q}-1)}\,dq=\frac{2\hbar}{\pi m\omega_0}\sum_{k=1}^\infty\int_0^\infty\frac{1-\cos nq}{q}e^{-k\tau q}dq .$$

The derivative of the last integral with respect to $n$ is $\int_0^\infty\sin(nq)\,e^{-k\tau q}dq=n/(n^2+k^2\tau^2)$, so the integral is $\tfrac12\ln(1+n^2/k^2\tau^2)$. The product formula $\prod_{k\ge1}(1+x^2/\pi^2k^2)=\sinh x/x$ gives

$$B_1(n)\simeq\frac{\hbar}{\pi m\omega_0}\left[2S_n+\ln\frac{\sinh x}{x}\right],\qquad x=\frac{\pi nk_BT}{\hbar\omega_0}.$$

For $x\ll1$ the thermal term is negligible and growth is logarithmic. For $x\gg1$, $\ln(\sinh x/x)\simeq x-\ln2x$. The term $x$ contributes $nk_BT/K$, while $-\ln2x$ cancels the $\ln n$ in $2S_n$. What remains is the constant

$$C_1(T)\simeq\frac{\hbar}{\pi m\omega_0}\left[\gamma+\ln\frac{2\hbar\omega_0}{\pi k_BT}\right].$$

The change occurs near $n=\hbar\omega_0/\pi k_BT$.

For a numerical example take the round parameters $m=50$ u, $K=2\times10^4$ dyn/cm and $a=3$ Å. Then $\omega_0=1.552\times10^{13}$ s$^{-1}$, $\hbar\omega_0/k_B=118.55$ K and $\hbar/m\omega_0=0.00818$ Å$^2$. At 300 K, $k_BT/K=0.02071$ Å$^2$. The high-temperature estimate $\hbar^2/6mk_BT=5.39\times10^{-4}$ Å$^2$ compares with computed offsets from $5.36\times10^{-4}$ ($d=1$) to $5.31\times10^{-4}$ Å$^2$ ($d=3$). The decrease with $d$ is the correction derived above.

At $n=100$ along an axis, the three variances at 300 K are

$$\begin{aligned}
B_1&=100(0.02071)+0.0005=2.072\ \text{Å}^2,\\
B_2&=0.02071\,\frac{4.605+0.577+1.040}{\pi}+0.00053=0.04155\ \text{Å}^2,\\
B_3&=0.02071\,(0.5055-0.0016)+0.00053=0.0110\ \text{Å}^2 .
\end{aligned}$$

Going to $n=1000$ raises $B_1$ tenfold to 20.7 Å$^2$ and $B_2$ to 0.0567 Å$^2$, and leaves $B_3$ at 0.0110 Å$^2$, an rms value of 0.105 Å. The rms relative displacement in the chain reaches one spacing at $n\simeq9/0.02071\simeq435$. In the square lattice the same condition requires $\log_{10}n\simeq592$, and in the chain at $T=0$ about 1500, so in these two cases the variance keeps growing slowly, but the rms relative displacement of this model, with these parameters, is still below 0.4 Å at $n=10^9$.

At 1 K the chain's crossover lies near 38 spacings. At $n=10$ the variance is 0.0111 Å$^2$, as at $T=0$. At $n=1000$ it is 0.0818 Å$^2$, against 0.0231 Å$^2$ at $T=0$. The linear term supplies 0.0690 Å$^2$, and the remaining 0.0128 Å$^2$ agrees with the low-temperature $C_1$, which is $(0.00818/\pi)[0.577+\ln(2\times37.74)]=0.0128$ Å$^2$.

A large $B_1$ does not by itself invalidate the harmonic model, which requires small changes of bond length. In the classical chain at 300 K the rms bond extension is $\sqrt{k_BT/K}=0.144$ Å, about 5% of $a$, even where distant atoms have moved by many spacings relative to each other. The growth laws do depend on $\omega_{\mathbf q}$ vanishing linearly in $q$ at $q=0$. If each atom is also tied to its site by a spring $m\Omega^2$, then $\omega_{\mathbf q}^2$ is increased by $\Omega^2$, the weight is bounded, and the Riemann–Lebesgue lemma gives saturation in every dimension and at every temperature. In the other direction, the model is not invariant under rigid rotation, because its springs resist transverse and longitudinal motion equally. It therefore does not describe the bending modes of a free-standing, unstressed chain or sheet, for which $\omega\propto q^2$ in the harmonic approximation. The weight is then $1/q^4$ for $T>0$, and since $1-\cos\mathbf q\cdot\mathbf n$ vanishes only as $q^2$, the relative variance at fixed $\mathbf n$ grows without bound with the size of the crystal for $d\le2$.

The numerical check checks the chain formulas by diagonalizing an open chain, and the laws in two and three dimensions by explicit mode sums.

## Computed results

```
mass m = 50.0 u
spring K = 2.000e+04 dyn/cm
lattice spacing a = 3.0 angstrom
w0 = sqrt(K/m) = 1.5520e+13 1/s
hbar w0/k_B = 118.55 K
k_B T/(hbar w0) at 300 K = 2.5306 (no unit)
classical unit k_B T/K at 300 K = 0.020710 angstrom^2
quantum unit hbar/(m w0) = 0.008184 angstrom^2
quantum offset C_1 at 300 K = 5.3621e-04 angstrom^2
quantum offset C_2 at 300 K = 5.3348e-04 angstrom^2
quantum offset C_3 at 300 K = 5.3078e-04 angstrom^2
hbar^2/(6 m k_B T) at 300 K = 5.3899e-04 angstrom^2
cubic-lattice constant W = 0.505462 (no unit)
square n=10 mode sum = 1.2473 k_B T/K
square n=10 log law = 1.2476 k_B T/K
cubic n=10 mode sum = 0.4895 k_B T/K
cubic n=10 1/n law = 0.4895 k_B T/K
T=0 chain n=20 diagonalized = 1.5787 hbar/(m w0)
T=0 chain n=20 exact sum = 1.5786 hbar/(m w0)
T=0 square-lattice limit = 0.6429 hbar/(m w0)
B_1 at 300 K, n=10: 0.20763 angstrom^2
B_2 at 300 K, n=10: 0.02637 angstrom^2
B_3 at 300 K, n=10: 0.01067 angstrom^2
B_1 at 300 K, n=100: 2.07151 angstrom^2
B_2 at 300 K, n=100: 0.04155 angstrom^2
B_3 at 300 K, n=100: 0.01097 angstrom^2
B_1 at 300 K, n=1000: 20.71027 angstrom^2
B_2 at 300 K, n=1000: 0.05673 angstrom^2
B_3 at 300 K, n=1000: 0.01100 angstrom^2
B_3 limit at 300 K = 0.01100 angstrom^2
rms of B_3 limit = 0.1049 angstrom
crossover hbar w0/(pi k_B T) at 1 K = 37.74 spacings
chain T=0, n=10: 0.01111 angstrom^2
chain 1 K, n=10: 0.01114 angstrom^2
chain 1 K, n=10, n k_B T/K alone: 0.00069 angstrom^2
chain T=0, n=100: 0.01711 angstrom^2
chain 1 K, n=100: 0.01966 angstrom^2
chain 1 K, n=100, n k_B T/K alone: 0.00690 angstrom^2
chain T=0, n=1000: 0.02311 angstrom^2
chain 1 K, n=1000: 0.08180 angstrom^2
chain 1 K, n=1000, n k_B T/K alone: 0.06903 angstrom^2
rms = a, chain 300 K: n = 434.6 spacings
rms = a, square 300 K: log10 n = 592.2
rms = a, chain T=0: log10 n = 1499.6
```
